# When does a nanometre-scale void in resist bind an electron?

## Problem

A slow electron in a polymer resist meets a small void. Model the void as a spherical square well of radius $a=0.3$ nm,

$$V(r)=-V_0\quad(r<a),\qquad V(r)=0\quad(r>a),$$

and give the electron its free mass $m$ everywhere. Zero energy is the conduction edge of the surrounding resist, so a bound state has $E<0$. The depth $V_0>0$ is the net depth of the void below that edge.

**(a)** Show that the electron is bound only if $V_0$ exceeds about 1.04 eV, and that every deeper well does bind it.

**(b)** For $V_0=1.5$ eV find the binding energy, the decay length of the wave function and the probability of finding the electron outside the void. How does the binding energy start just above threshold?

**(c)** Which neglected effects matter for the numbers of part (b)?

Energies are in eV and lengths in nm. A useful constant is

$$C=\frac{\hbar^2}{2m}=0.03810\ \text{eV nm}^2,\qquad \frac{C}{a^2}=0.42333\ \text{eV}.$$

## Hints

1. Write the radial function as $R=u/r$. What must $u$ do at the origin?
2. Before working with angular momentum $l=0$ alone, ask whether a state with $l>0$ could be bound when no $l=0$ state is.
3. Join $u$ and $u'$ at $r=a$, and use $x=ka$, where $k$ is the wave number inside. Look at the signs of the two sides of the matching equation.
4. For part (b), the matching equation itself simplifies the normalization integral.
5. For part (c), compare each effect with the binding energy, not with the well depth.

## Solution

### (a) The threshold

**Reduction to one dimension.** With $R=u/r$, the radial equation becomes

$$-Cu''+\left[V(r)+\frac{C\,l(l+1)}{r^2}\right]u=Eu,\qquad \int_0^\infty u^2\,dr=1 .$$

The wave function must stay finite at the origin, so $u(0)=0$.

**Why $l=0$ decides.** Suppose a state $u$ with $l>0$ has $E<0$. Multiplying its equation by $u$ and integrating by parts gives

$$E=\int_0^\infty\left[Cu'^2+Vu^2+\frac{C\,l(l+1)}{r^2}u^2\right]dr<0 .$$

The last term is positive. Without it the integral is lower still, and it is then the mean energy of the same $u$ used as an $l=0$ trial function. The unbound $l=0$ states start at zero energy, so a negative mean energy requires an $l=0$ bound state. Hence if $l=0$ does not bind, no $l$ does.

**Allowed energies.** For $l=0$ the mean kinetic energy $\int Cu'^2dr$ is positive and the mean potential energy is at least $-V_0$, so $E>-V_0$. Write $E=-B$ with $0<B<V_0$, and define

$$Ck^2=V_0-B,\qquad C\kappa^2=B,\qquad k,\kappa>0 .$$

Inside, $u''=-k^2u$ with $u(0)=0$ gives $u=A\sin kr$. Outside, $u''=\kappa^2u$, and normalization excludes the growing solution, so $u=De^{-\kappa r}$.

**Matching.** The potential jumps by a finite amount, so $u$ and $u'$ are continuous at $r=a$:

$$A\sin ka=De^{-\kappa a},\qquad Ak\cos ka=-\kappa De^{-\kappa a}.$$

Dividing the second equation by the first gives $k\cot ka=-\kappa$. Now set

$$x=ka,\qquad x_0=a\sqrt{V_0/C}.$$

Adding the definitions of $k^2$ and $\kappa^2$ gives $x^2+(\kappa a)^2=a^2V_0/C=x_0^2$. The matching condition is therefore

$$-x\cot x=\sqrt{x_0^2-x^2},\qquad 0<x<x_0. \tag{1}$$

**No bound state for $x_0\le\pi/2$.** Every allowed $x$ is then below $\pi/2$, where $\cot x>0$. The left side of (1) is negative and the right side is positive, so there is no solution.

**A bound state for every $x_0>\pi/2$.** Let $F(x)$ be the left side of (1) minus the right side. At $x=\pi/2$ the cotangent vanishes, and

$$F(\pi/2)=-\sqrt{x_0^2-\pi^2/4}<0 .$$

If $x_0<\pi$, then $F(x_0)=-x_0\cot x_0>0$. If $x_0\ge\pi$, then $F\to+\infty$ as $x$ approaches $\pi$ from below. In both cases $F$ is continuous and changes sign, so (1) has a root with $x<x_0$, that is, with $\kappa>0$.

The condition $x_0>\pi/2$ means $a^2V_0/C>\pi^2/4$, or

$$\boxed{V_0>V_c=\frac{\pi^2C}{4a^2}=\frac{\pi^2\hbar^2}{8ma^2}} \tag{2}$$

For the void,

$$V_c=2.4674\times0.42333\ \text{eV}=1.0445\ \text{eV}\approx1.04\ \text{eV}.$$

**Meaning.** The function $u$ starts from zero at the centre and must already be falling at the wall to join a decaying exponential. It must therefore pass its first maximum inside the void, which takes more than a quarter of a wavelength. At $V_0=V_c$ the zero-energy solution reaches its maximum exactly at the wall and stays constant outside. It cannot be normalized, so the threshold depth itself does not bind.

**Dependence on size.** Since $V_c\propto a^{-2}$, the threshold is 1.50 eV at $a=0.25$ nm and 0.77 eV at $a=0.35$ nm. Solving (2) for the radius at fixed depth gives

$$a_{\min}=\frac{\pi}{2}\sqrt{\frac{C}{V_0}},$$

which is 0.434 nm for a depth of 0.5 eV.

### (b) A well 1.5 eV deep

**Binding energy.** Here $x_0=\sqrt{1.5/0.42333}=1.8824$, which lies between $\pi/2$ and $\pi$. In this interval the left side of (1) rises, because

$$\frac{d}{dx}(-x\cot x)=\frac{x-\sin x\cos x}{\sin^2x}>0 ,$$

while the right side falls. There is thus one root, and numerical solution gives $x=1.8229$. Then

$$\kappa a=\sqrt{1.8824^2-1.8229^2}\approx0.4695,$$

$$B=\frac{C}{a^2}(\kappa a)^2=0.42333\times0.4695^2\ \text{eV}\approx0.093\ \text{eV}.$$

Direct diagonalization of the radial Hamiltonian, which does not use (1), gives 0.09334 eV against 0.09332 eV from matching. Outside the void, $u$ decays over

$$\frac1\kappa=\frac{0.3\ \text{nm}}{0.4695}\approx0.64\ \text{nm},$$

about twice the radius of the void. The full radial function $R=u/r$ has the same exponential factor but also a factor $1/r$, so it falls faster near the wall.

**Probability outside.** The two parts of the normalization integral are

$$I_{\rm in}=A^2\int_0^a\sin^2kr\,dr=\frac{A^2}{2}\left[a-\frac{\sin x\cos x}{k}\right],$$

$$I_{\rm out}=A^2\sin^2x\int_a^\infty e^{-2\kappa(r-a)}dr=\frac{A^2\sin^2x}{2\kappa}.$$

Matching gives $\cos x=-(\kappa/k)\sin x$. It follows that

$$\sin^2x=\frac{1}{1+\cot^2x}=\frac{k^2}{k^2+\kappa^2},\qquad -\frac{\sin x\cos x}{k}=\frac{\kappa}{k^2}\sin^2x=\frac{\kappa}{k^2+\kappa^2}.$$

The sum of the two parts is

$$I_{\rm in}+I_{\rm out}=\frac{A^2}{2}\left[a+\frac{\kappa}{k^2+\kappa^2}+\frac{k^2}{\kappa(k^2+\kappa^2)}\right]=\frac{A^2}{2}\left[a+\frac1\kappa\right].$$

Dividing $I_{\rm out}$ by this sum,

$$P_{\rm out}=\frac{\sin^2x}{1+\kappa a}=\frac{0.938}{1.4695}\approx0.64 .$$

The electron is bound by the void but spends most of its time in the surrounding resist.

**Onset of binding.** Let $V_0=V_c(1+\delta)$ with small $\delta>0$, and $x=\pi/2+\varepsilon$. Since $\cot(\pi/2+\varepsilon)=-\tan\varepsilon\approx-\varepsilon$, matching gives $\kappa a=-x\cot x\approx\pi\varepsilon/2$. To first order, $(\kappa a)^2$ drops out of $x_0^2=x^2+(\kappa a)^2$:

$$\frac{\pi^2}{4}(1+\delta)\approx\frac{\pi^2}{4}+\pi\varepsilon
\quad\Rightarrow\quad \varepsilon\approx\frac{\pi\delta}{4},\qquad \kappa a\approx\frac{\pi^2\delta}{8}.$$

With $C/a^2=4V_c/\pi^2$ this becomes

$$B\approx\frac{4V_c}{\pi^2}\,\frac{\pi^4\delta^2}{64}=\frac{\pi^2}{16}\,\frac{(V_0-V_c)^2}{V_c}.$$

Binding starts quadratically. One per cent above threshold this law gives 64.4 µeV, and the full matching equation gives 64.0 µeV. At 1.5 eV, where $\delta=0.44$, the law gives 0.123 eV, about 31% above the matched value, so it serves there only as a rough guide.

### (c) What the model leaves out

The scale for comparison is $B=0.093$ eV. It is the small remainder of a large potential energy and a large kinetic energy, so modest corrections matter.

**The origin of the depth.** An empty void is not automatically a well. If polarization is ignored, its floor is the vacuum level, which lies below the resist's conduction edge only if the resist has a negative electron affinity. Electronic polarization of the walls lowers the floor. To size this, put a point charge at the centre. Gauss's law fixes the displacement field, and in a medium of relative permittivity $\epsilon$ the field energy outside the void is

$$\frac{K}{2\epsilon}\int_a^\infty\frac{dr}{r^2}=\frac{K}{2\epsilon a},\qquad K=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.$$

Relative to $\epsilon=1$, a fast (electronic) permittivity of 2.2 lowers the energy by

$$\frac{K}{2a}\left(1-\frac1{2.2}\right)\approx1.3\ \text{eV}.$$

This is one contribution to $V_0$, not a correction to be added to the chosen 1.5 eV. It is also crude: the resist is treated as a continuum on a molecular scale, and the real charge is spread out. The lowering also grows as a point charge moves from the centre towards the wall, so the flat floor of the square well is a simplification. Outside, the void repels a point charge. The leading (dipole) term is $\frac{K}{2\epsilon}\,\frac{\epsilon-1}{2\epsilon+1}\,\frac{a^3}{r^4}$, which averages about $+0.03$ eV over the orbital of part (b), a third of $B$. The corresponding dipole term inside averages about $-0.19$ eV, twice $B$. Higher multipoles add to both, and the continuum series diverges at the wall, so the shape of the real potential can change $B$ by more than its own size.

**Slow polarization.** After capture, the nuclei and polar groups of the resist also respond. Let $Q(r)$ be the fraction of the electron's charge within radius $r$. Outside the void,

$$Q(r)=1-P_{\rm out}\,e^{-2\kappa(r-a)} .$$

The field energy in the medium is now $(K/2\epsilon)\int_a^\infty Q^2r^{-2}dr$. The fast part is taken to be represented by the model potential, with the limits just stated. Letting $\epsilon$ go from 2.2 to a static value of 3.0, with the orbital held fixed, gives the further gain

$$G=\frac K2\left(\frac1{2.2}-\frac1{3.0}\right)\int_a^\infty\frac{Q^2}{r^2}dr
=\frac{1.440}{2}\times0.1212\times1.955\ \text{eV}\approx0.17\ \text{eV}.$$

This is almost twice $B$, so a trapped electron can be stable in a shallower well than (2) requires. Keep the orbital of part (b) but reduce the well depth to $V$. The mean potential energy rises by $(1.5\ \text{eV}-V)(1-P_{\rm out})$, so the total energy is

$$-0.093\ \text{eV}-0.171\ \text{eV}+0.362\,(1.5\ \text{eV}-V),$$

which is negative for $V>0.77$ eV. A better orbital can only lower the energy. In this extended model a trapped electron is therefore stable, relative to a delocalized one with no slow polarization around it, at least down to a depth of 0.77 eV. This is not a new threshold. For an orbital spread over a large size $L$, the kinetic energy falls as $1/L^2$ but the slow-polarization gain only as $1/L$, so this continuum model localizes an electron even without a well. That binding is weak, however: with the permittivities used here, a trial function $R\propto e^{-br}$ gives only about 0.02 eV, less than $k_BT$ at 300 K. The value 1.04 eV applies to the moment of capture, before the surroundings relax.

**Temperature.** At 300 K, $B/k_BT=3.6$ and $e^{-B/k_BT}=0.027$. At 380 K, a rough bake temperature, the values are 2.85 and 0.058. These factors are not escape rates, and they omit the slow polarization, but they show that the unrelaxed state is a shallow trap.

**Electric field.** A field exerting the force $f$ lowers the potential on one side of the void. If the drop $fa$ between the centre and the wall is neglected, the region outside on that side becomes a triangular barrier of height $B$ and width $B/f$. Its tunnelling exponent is

$$2\int_0^{B/f}\sqrt{\frac{B-fs}{C}}\,ds=\frac{4B^{3/2}}{3f\sqrt C}.$$

At 0.1 MV/cm, or $f=0.01$ eV/nm, the exponent is 19.5 and the barrier is 9.3 nm wide. At 1 MV/cm the exponent is 1.9 and the width is 0.93 nm, comparable with the decay length. The neglected drop $fa=0.03$ eV is then a third of $B$, so these two values are only rough, but they show that the barrier no longer suppresses escape strongly. A field of 1 MV/cm is of the order of the breakdown strength of polymers, so this is an extreme case.

**The real case.** Free-volume holes in glassy polymers have radii of a few tenths of a nanometre, so 0.3 nm is representative. The permittivities 2.2 and 3.0 are rough values for an acrylic-type resist, and the slow-polarization numbers are sensitive to them: a static value of 3.6 raises $G$ from 0.17 to 0.25 eV, lowers the depth of 0.77 eV to 0.55 eV, and raises the binding without a well to about 0.04 eV, above $k_BT$ at 300 K. The depth of 1.5 eV is a chosen parameter, not a measured one. With the crude polarization estimate of 1.3 eV it would need an electron affinity of about $-0.2$ eV, and the model does not show that voids in a given resist are deep enough to bind. Real holes are irregular and vary in size. The size variation alone matters: at $a=0.25$ nm the threshold of 1.504 eV lies just above the chosen depth, and the bound state of part (b) disappears.

## Variation 1: a different mass in the resist

*Let the electron have mass $m$ in the void and $m'$ outside. How does the threshold move?*

We use the standard matching for a mass that changes at a wall: $R$ and $R'/\text{mass}$ are continuous. This conserves probability current, but it is a modelling choice, since other matchings conserve the current too and can give a different threshold. Inside, $R\propto\sin(kr)/r$, so $R'/R=k\cot ka-1/a$ at the wall. Outside, $R\propto e^{-\kappa r}/r$, so $R'/R=-\kappa-1/a$. Multiplying the condition by $ma$ gives

$$x\cot x=1-\frac{m}{m'}(1+\kappa a).$$

On $0<x<\pi$ the function $x\cot x$ falls, as shown in part (b). A larger $\kappa$ therefore needs a larger $x$, and so a deeper well, since $V_0=Cx^2/a^2+B$ and $B$ also grows with $\kappa$. The threshold is the limit $\kappa\to0$:

$$x\cot x=1-\frac{m}{m'},\qquad V_c=\frac{Cx^2}{a^2}.$$

For $m'=m$ this returns $x=\pi/2$. For $m'=0.8\,m$ the right side is $-0.25$ and the threshold rises to 1.25 eV. For $m'=1.2\,m$ it is $+0.167$ and the threshold falls to 0.90 eV. With this matching, a lighter outside mass makes the decaying tail cost more kinetic energy, so a deeper well is needed. The trend depends on the matching: if $R/\sqrt{\text{mass}}$ and $R'/\sqrt{\text{mass}}$ are continuous the threshold stays at 1.04 eV, and if $R/\text{mass}$ and $R'$ are continuous it moves the other way, to 0.87 eV for $m'=0.8\,m$ and 1.21 eV for $m'=1.2\,m$. Diagonalization with unequal masses confirms both thresholds to within 0.2%.

## Variation 2: the first state with $l=1$

*With the free mass everywhere, how deep must the same void be to hold a $p$ state?*

Deepening the well lowers the level, so it is enough to find the depth at which $E=0$. Outside, the decaying zero-energy solution for $l=1$ is $R\propto r^{-2}$, so $r^2R$ is constant. Inside, the regular solution is

$$R\propto\frac{\sin z}{z^2}-\frac{\cos z}{z},\qquad z=kr,$$

so that $r^2R\propto\sin z-z\cos z$, whose derivative with respect to $z$ is $z\sin z$. Continuity of $R$ and $R'$ makes the derivative of $r^2R$ continuous, and it must vanish at the wall:

$$ka\,\sin ka=0\quad\Rightarrow\quad ka=\pi .$$

The required depth is

$$\frac{\pi^2C}{a^2}=4V_c\approx4.18\ \text{eV},$$

and diagonalization gives the same value to three figures. Unlike the $l=0$ case, the state at threshold is normalizable, because $\int_a^\infty R^2r^2dr\propto\int_a^\infty r^{-2}dr$ is finite. Higher $l$ adds more centrifugal energy and needs a deeper well still. The 1.5 eV void of part (b) therefore has one bound orbital, the $s$ state.

## Values computed for the example and the checks

```
hbar^2/(2m) = 0.038100 eV nm^2
void radius a = 0.30 nm
C/a^2 = 0.42333 eV
threshold depth Vc, formula = 1.0445 eV
threshold depth Vc, diagonalization = 1.0445 eV
l=1 threshold, formula = 4.1781 eV
l=1 threshold, diagonalization = 4.1780 eV
threshold at radius 0.25 nm = 1.5041 eV
threshold at radius 0.35 nm = 0.7674 eV
smallest binding radius at depth 0.5 eV = 0.4336 nm
example depth V0 = 1.50 eV
x0 = a sqrt(V0/C) = 1.8824
x = k a = 1.8229
kappa a = 0.4695
binding energy B, matching = 0.09332 eV
binding energy B, diagonalization = 0.09334 eV
quadratic onset estimate of B = 0.12251 eV
B at depth 1.01 Vc, matching = 63.96 micro-eV
B at depth 1.01 Vc, onset law = 64.43 micro-eV
decay length of wave function 1/kappa = 0.6390 nm
probability outside void, formula = 0.6382
probability outside, diagonalization = 0.6381
threshold, outside mass 0.8 m = 1.2458 eV
threshold, outside mass 1.2 m = 0.8985 eV
permittivities: fast 2.2, static 3.0
e^2/(4 pi eps0) = 1.43996 eV nm
integral of Q^2/r^2 outside void = 1.9553 1/nm
slow polarization gain, fixed orbital = 0.1706 eV
fast polarization, central point charge = 1.3091 eV
T = 300 K: kT = 0.02585 eV, B/kT = 3.610, exp(-B/kT) = 0.0271
T = 380 K: kT = 0.03275 eV, B/kT = 2.850, exp(-B/kT) = 0.0579
field 0.1 MV/cm: barrier exponent = 19.472, barrier width = 9.332 nm
field 1.0 MV/cm: barrier exponent = 1.947, barrier width = 0.933 nm
```
